\section*{Inverse participation ratio of a defect state on a tight-binding chain}

\section*{Question}

I am using a one-dimensional toy model to understand supercell calculations of point defects. The cell is a ring of $N$ sites with nearest-neighbour hopping $-t$, where $t=1$ eV. The host sites have energy zero and one site has energy $U<0$. I diagonalize the matrix and compute the inverse participation ratio (IPR) of each eigenvector,
\begin{equation}
P=\frac{\sum_n|\psi_n|^4}{\left(\sum_n|\psi_n|^2\right)^2}.
\label{def}
\end{equation}

I was told that a localized state has a $P$ that stops changing as the cell grows, while extended states have $P\propto 1/N$. With $U=-1.5$ eV the lowest state does settle down. With $U=-0.1$ eV and $N=16$, however, it has $P=0.064$, almost the same as $1/16$. Is that state extended? What should the large-cell value be, how fast is it reached, and can one prove that all the other states decay as $1/N$? I also get $1/N$ for some states of a clean ring and $3/(2N)$ for others, which confuses me.

\section*{Answer}

Your weak-defect state is bound in the infinite chain, but your cell is too short to show it. To see why, solve the infinite chain first, then the ring, and then use the same ring solution for the extended states.

\subsection*{What $P$ measures}

If a state has equal weight on $M$ sites and none elsewhere, then $P=M/M^2=1/M$, so $1/P$ is an effective number of occupied sites. On $N$ sites, the Cauchy--Schwarz inequality gives
\begin{equation}
\left(\sum_n|\psi_n|^2\cdot1\right)^2\le N\sum_n|\psi_n|^4,
\qquad\text{hence}\qquad P\ge\frac1N .
\label{cs}
\end{equation}
The site basis is part of this definition. In a basis of Bloch waves, a single Bloch wave would have $P=1$.

\subsection*{The defect state of the infinite chain}

Put the defect at $n=0$. The Schr\"odinger equation is
\begin{equation}
-t(\psi_{n+1}+\psi_{n-1})+U\delta_{n0}\psi_n=E\psi_n .
\label{se}
\end{equation}
Try $\psi_n=Ae^{-\kappa|n|}$ with $\kappa>0$. Away from the defect this gives $E=-t(e^{\kappa}+e^{-\kappa})=-2t\cosh\kappa$. At $n=0$ both neighbours have amplitude $Ae^{-\kappa}$, so
\begin{equation}
U=-2t\cosh\kappa+2te^{-\kappa}=-2t\sinh\kappa,
\qquad \sinh\kappa=\frac{|U|}{2t}.
\label{kappa}
\end{equation}
There is a solution for every $U<0$, however weak. This does not carry over to a simple cubic lattice, where a weak defect binds nothing. With $\cosh\kappa=\sqrt{1+\sinh^2\kappa}$,
\begin{equation}
E=-\sqrt{U^2+4t^2},\qquad
\tau\equiv\tanh\kappa=\frac{|U|}{\sqrt{U^2+4t^2}} .
\end{equation}

Both sums in $P$ are geometric. For $x>0$,
\begin{equation}
\sum_{n=-\infty}^{\infty}e^{-2x|n|}
=1+\frac{2e^{-2x}}{1-e^{-2x}}
=\frac{1+e^{-2x}}{1-e^{-2x}}=\coth x .
\end{equation}
Taking $x=\kappa$ gives the norm, so $A^2=\tau$ for a normalized state, and $\tau$ is the weight on the defect site. Taking $x=2\kappa$ gives the sum of fourth powers. Using $\coth2\kappa=(1+\tau^2)/(2\tau)$,
\begin{equation}
P_\infty=\tanh^2\kappa\,\coth2\kappa=\frac{\tau(1+\tau^2)}2 .
\end{equation}
Inserting $\tau$ and writing $1+\tau^2=(2U^2+4t^2)/(U^2+4t^2)$,
\begin{equation}
\boxed{P_\infty=\frac{|U|\,(U^2+2t^2)}{(U^2+4t^2)^{3/2}}}
\label{pinf}
\end{equation}
This is the non-zero large-cell limit at fixed $U$.

For $|U|\ll t$, $P_\infty\simeq|U|/(4t)$: the state covers about $4t/|U|$ sites. For $|U|\gg t$, dividing by $|U|^3$ gives
\begin{equation}
P_\infty=\left(1+\frac{2t^2}{U^2}\right)\left(1+\frac{4t^2}{U^2}\right)^{-3/2}
\simeq1-\frac{4t^2}{U^2},
\end{equation}
which tends to one occupied site.

For $U>0$ and even $N$, replace $\psi_n$ by $(-1)^n\psi_n$. Every hopping term changes sign, so the eigenvalue problem for $(U,E)$ becomes that for $(-U,-E)$. The bound state then lies above the band, with the same $P$.

\subsection*{The defect state of a finite ring}

On the ring the tails coming from the two sides meet. The solution symmetric about the defect is
\begin{equation}
\psi_n=\cosh\left[q\left(\tfrac N2-n\right)\right],\qquad 0\le n\le N,
\end{equation}
where sites $0$ and $N$ are the same site, and $E=-2t\cosh q$. Let $a=qN/2$. At the defect,
\begin{equation}
-2t\cosh(a-q)+U\cosh a=-2t\cosh q\cosh a .
\end{equation}
Expanding $\cosh(a-q)=\cosh a\cosh q-\sinh a\sinh q$ cancels the right-hand side and leaves
\begin{equation}
2t\sinh q\,\tanh\frac{qN}2=|U| .
\label{quant}
\end{equation}
The left side rises steadily from zero to infinity, so there is one such state.

For the sums, use $2\sinh x\cosh y=\sinh(y+x)-\sinh(y-x)$ with $y=x(N-2n)$. The series telescopes:
\begin{align}
2\sinh x\sum_{n=0}^{N-1}\cosh[x(N-2n)]
&=\sinh[x(N+1)]+\sinh[x(N-1)]\nonumber\\
&=2\sinh(xN)\cosh x .
\end{align}
Together with $\cosh^2z=\frac12+\frac12\cosh2z$ and $\cosh^4z=\frac38+\frac12\cosh2z+\frac18\cosh4z$, this gives $S_2=\sum\psi_n^2$ and $S_4=\sum\psi_n^4$:
\begin{align}
S_2&=\frac N2+\frac12\sinh(qN)\coth q,\label{s2}\\
S_4&=\frac{3N}8+\frac12\sinh(qN)\coth q+\frac18\sinh(2qN)\coth2q,\label{s4}
\end{align}
and $P_N=S_4/S_2^2$.

\paragraph{How fast the limit is reached.} Let $\varepsilon=e^{-\kappa N}$ be small enough that $N\varepsilon\ll1$. In (\ref{quant}), $\tanh(qN/2)\simeq1-2\varepsilon$. Writing $q=\kappa+\delta$ and keeping first order, $\delta\cosh\kappa=2\varepsilon\sinh\kappa$, so $\delta=2\tau\varepsilon$. The sums become
\begin{align}
S_2&\simeq\tfrac14e^{qN}\coth q\,[1+2N\varepsilon\tanh q],\\
S_4&\simeq\tfrac1{16}e^{2qN}\coth2q\,[1+4\varepsilon\coth q\tanh2q].
\end{align}
The exponentials cancel in $S_4/S_2^2$. Since $\coth\kappa\tanh2\kappa=2/(1+\tau^2)$, the brackets contribute the relative change $\varepsilon[8/(1+\tau^2)-4N\tau]$. The prefactor is $P_\infty$ evaluated at $q$ instead of $\kappa$. With $d\tau/d\kappa=1-\tau^2$, its relative change is
\begin{equation}
\frac{\delta}{P_\infty}\frac{dP_\infty}{d\kappa}
=2\tau\varepsilon\,\frac{(1+3\tau^2)(1-\tau^2)}{\tau(1+\tau^2)} .
\end{equation}
The terms without $N$ add up to
\begin{equation}
\frac{8+2(1+3\tau^2)(1-\tau^2)}{1+\tau^2}
=\frac{10+4\tau^2-6\tau^4}{1+\tau^2}=10-6\tau^2,
\end{equation}
and therefore
\begin{equation}
\frac{P_N}{P_\infty}-1\simeq-(4N\tau-10+6\tau^2)\,e^{-\kappa N}.
\label{err}
\end{equation}
The error is exponentially small, but only once $\kappa N\gg1$.

\paragraph{Using two Bloch phases.} A supercell can also be sampled with Bloch phase $\pi$, so that $\psi_N=-\psi_0$. The bound solution is then $\sinh[q(N/2-n)]$. The same algebra at the defect gives $2t\sinh q\coth(qN/2)=|U|$, which has a solution for $N>4t/|U|$. Now $\coth(qN/2)\simeq1+2\varepsilon$, so $\delta$ changes sign. From $\sinh^2z=-\frac12+\frac12\cosh2z$ and $\sinh^4z=\frac38-\frac12\cosh2z+\frac18\cosh4z$, the two bracket corrections change sign as well. The leading error (\ref{err}) is thus reversed, and the mean of $P$ over phases $0$ and $\pi$ is free of it. The levels shift by $-2t\sinh\kappa\,\delta=\mp2|U|\tau\varepsilon$, so they differ by $4|U|\tau\varepsilon$.

\subsection*{The extended states}

Take $N$ even. Reflection about the defect sorts the states into odd and even ones, with $E=-2t\cos k$.

\paragraph{Odd states.} These are $\psi_n=\sin kn$ with $k=2\pi m/N$ and $m=1,\dots,N/2-1$. They vanish on the defect and do not feel it. Since $\sin^2z=\frac12-\frac12\cos2z$ and $\sin^4z=\frac38-\frac12\cos2z+\frac18\cos4z$, and the cosines sum to zero over the ring,
\begin{equation}
P=\frac{3N/8}{(N/2)^2}=\frac3{2N}.
\end{equation}
The exception is $k=\pi/2$, present when $N$ is a multiple of four. There $\cos4kn=1$ on every site, the fourth-power sum is $N/2$, and $P=2/N$.

\paragraph{Even states.} Setting $q=ik$ in the ring solution gives $\psi_n=\cos[k(N/2-n)]$ and
\begin{equation}
\tan\frac{kN}2=\frac{u}{\sin k},\qquad u=\frac U{2t}<0 .
\label{evenk}
\end{equation}
Written as $\sin k\sin(kN/2)+|u|\cos(kN/2)=0$, the left side has opposite signs at $k=(2j+1)\pi/N$ and $k=2(j+1)\pi/N$. There is thus a root in each of these $N/2$ intervals, $j=0,\dots,N/2-1$. With the $N/2-1$ odd states and the bound state this makes $N$ states of distinct energy, so none is missing.

The sums (\ref{s2}) and (\ref{s4}) become
\begin{align}
S_2&=\frac N2+\frac12\sin(kN)\cot k,\\
S_4&=\frac{3N}8+\frac12\sin(kN)\cot k+\frac18\sin(2kN)\cot2k .
\end{align}
From $\sin2\theta=2\tan\theta/(1+\tan^2\theta)$ and (\ref{evenk}), $\sin kN=2u\sin k/(\sin^2k+u^2)$, so
\begin{equation}
S_2=\frac N2+\frac{u\cos k}{\sin^2k+u^2}\ge\frac N2-\frac1{|u|} .
\end{equation}
The amplitudes obey $\cos^4\le\cos^2$, so $S_4\le S_2$ and $P\le1/S_2$. With $1/|u|=2t/|U|$ and (\ref{cs}), every extended state, odd or even, satisfies
\begin{equation}
\boxed{\frac1N\le P\le\frac2{N-4t/|U|}}\qquad N>\frac{4t}{|U|},\ N\text{ even}.
\label{bound}
\end{equation}
This proves the inverse-length decay. For site spacing $d$ and cell length $L=Nd$, both bounds scale as $d/L$ at large $L$.

\paragraph{The prefactor.} The second term of $S_2$ stays bounded as $N$ grows. So does the last term of $S_4$, unless $k$ approaches $\pi/2$: because $\cot2k=\frac12(\cot k-\tan k)$, the factor $\sin kN$ tames it at both band edges. Hence $NP\to3/2$ away from the band centre. Near the centre, let $N$ be a multiple of four and $k=\pi/2+x/N$. Then (\ref{evenk}) becomes $\tan(x/2)=u$, and $\frac18\sin(2kN)\cot2k\to N\sin(2x)/(16x)$, so
\begin{equation}
NP\to\frac32+\frac{\sin2x}{4x}.
\label{centre}
\end{equation}
A few states thus keep a different prefactor, though still with $1/N$ decay.

\paragraph{Your clean ring.} Without the defect, $k$ and $-k$ are degenerate, and any combination of the two waves is also an eigenvector, such as $\psi_n=\cos\eta\,e^{ikn}+\sin\eta\,e^{-ikn}$. Its density is $1+\sin2\eta\cos2kn$. For $k\ne0,\pi/2,\pi$ the mean density is one and the mean square is $1+\frac12\sin^22\eta$, so
\begin{equation}
NP=1+\tfrac12\sin^22\eta .
\end{equation}
A running wave gives $1$ and a standing wave $3/2$. Neither is more extended than the other.

A routine for real symmetric matrices returns real vectors, which are standing waves, so these pairs give your $3/(2N)$. Your $1/N$ comes from $k=0$ and, for even $N$, $k=\pi$. These states have no degenerate partner and have equal weight on every site. At $k=\pi/2$, present when $N$ is a multiple of four, real vectors can give any $NP$ from $1$ to $2$, depending on the combination returned.

\subsection*{Numbers for $U=-1.5$ eV}

Here $\sinh\kappa=1.5/2=0.75$ and $\cosh\kappa=1.25$, so $e^\kappa=2$, $\kappa=0.693$ and $\tau=0.6$. The level is at $-2.5$ eV, which is $0.5$ eV below the band edge at $-2$ eV, and
\begin{equation}
P_\infty=\frac{0.6\,(1+0.36)}2=0.408,\qquad \frac1{P_\infty}=2.45\ \text{sites}.
\end{equation}
Diagonalization gives the following.
\begin{center}
\begin{tabular}{rccc}
$N$ & $P$, defect & largest $P$, extended & ratio\\
8 & 0.3914 & 0.2500 & 1.57\\
16 & 0.4078 & 0.1250 & 3.26\\
64 & 0.4080 & 0.0313 & 13.1\\
256 & 0.4080 & 0.0078 & 52.2
\end{tabular}
\end{center}

The defect value is constant to four digits from $N=32$ on, while for these $N$, all multiples of four, the largest extended value is $2/N$, from the odd state at $k=\pi/2$. For other even $N$ that state is absent; at $N=10$ the largest $NP$ is $1.77$. At $N=8$ the ratio is just 1.57, so a single small cell separates the two kinds of state poorly. The smallest $NP$ at $N=256$ is 1.473. This is the band-centre effect: $\tan(x/2)=-0.75$ has a root $x\simeq4.996$ with $\sin2x=-0.5376$, and (\ref{centre}) gives $1.5-0.027=1.473$.

For $N=12$, $\varepsilon=2^{-12}=1/4096$, and (\ref{err}) predicts a relative error of $-(28.8-10+2.16)/4096=-0.512\%$. The computed error is $-0.507\%$ at phase $0$. Averaging with phase $\pi$ leaves $0.004\%$. The two levels differ by $0.88$ meV, in agreement with $4|U|\tau\varepsilon$.

\subsection*{Your weak defect}

For $U=-0.1$ eV, $\kappa\simeq0.05$ and $P_\infty=0.0250$, or about 40 sites. At $N=16$, $\kappa N\simeq0.8$ and the tails overlap strongly. Moreover, (\ref{cs}) forces $P\ge1/16=0.0625$, so this cell cannot show the limit. The computed $P=0.0637$ is nearly that of a uniform state. At $N=512$, $P=0.0250$ and $NP=12.8$, far above the prefactors of extended states. Compare several cell sizes, and make the largest much longer than $1/\kappa$.

\subsection*{How far this carries over to a real defect}

A depth of $0.5$ eV is roughly that of a deep level in silicon, whose gap is about $1.1$ eV. A spacing of $0.24$ nm is roughly its bond length. The chain's band-edge mass, $0.66$ electron masses, lies between silicon's rough transverse and longitudinal electron masses of $0.2$ and $0.9$. The chain is still not a model of silicon, and these changes show how much its $P=0.408$ depends on what it omits:
\begin{itemize}
\item \textbf{Dimension.} On a simple cubic lattice with the same $t$, binding requires $|U|$ above $3.96$ eV, so $U=-1.5$ eV binds nothing and (\ref{pinf}) does not apply. If $U$ is reset to $-5.16$ eV to restore the $0.5$ eV depth, $P=0.424$.
\item \textbf{The other band.} Take a chain with alternating site energies $\pm0.55$ eV (gap $1.1$ eV) and hopping $0.52$ eV, which has the same edge mass but a conduction band only $0.63$ eV wide. A defect on an upper site at the same depth needs $U=-1.08$ eV and has $P=0.301$, which is 26\% lower. Neither the size nor the sign of this change is general. If the same gap and mass come from alternating bonds instead, this depth needs $U\approx-13$ eV and $P=0.755$.
\item \textbf{Longer hopping.} At fixed $U$, a second-neighbour hopping of $-0.1t$, with the same sign as the first, gives $P=0.341$. With the opposite sign, $P=0.480$.
\item \textbf{Potential tail.} At fixed $U$, adding 10\% of $U$ on each neighbour gives $P=0.3935$.
\item \textbf{Relaxed bonds.} Scaling the two defect bonds by $\gamma=0.9$ or $1.1$ at fixed $U$ gives $0.398$ or $0.413$.
\end{itemize}

The last item may look backwards, since weaker bonds give a less localized state. With defect bonds $\gamma t$, the equation at $n=1$ gives $\psi_n=\gamma\psi_0e^{-\kappa|n|}$ for $n\ne0$, and the one at $n=0$ gives $|U|=t[e^\kappa+(1-2\gamma^2)e^{-\kappa}]$. For $\gamma=0.9$, $e^\kappa$ falls from $2$ to $1.84$. The tail starts lower but decays more slowly, and here the slower decay wins.

Electron repulsion is also missing. A first-order estimate for a second electron in the same state is $0.44$ eV, with a rough permittivity of 12 and the same-site distance set to one spacing. Halving that same-site distance raises the estimate to $0.645$ eV, and macroscopic screening is doubtful at such distances, but the size is comparable with the level depth, so the charge state matters. The thermal energy at 300 K, $0.026$ eV, is small beside that depth. The contrast between a constant $P$ and a $1/N$ decay therefore needs a bound state and a cell larger than its tails; the value $0.408$ belongs to this chain. Further cell sizes are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUT (rough regime of a deep level in silicon)
hopping t = 1.00 eV, defect U = -1.50 eV
site spacing = 0.24 nm
DEFECT STATE, INFINITE CHAIN
kappa = 0.693147 per site, tau = 0.600000
level energy = -2.5000 eV
depth below band edge = 0.5000 eV
density decay length = 0.1731 nm
IPR limit = 0.408000, 1/IPR = 2.4510 sites
weight on defect site = 0.6000
CELL SERIES (P = IPR; ext = all extended states)
N, length/nm, P defect, largest P ext, ratio
   8    1.92 0.391396 0.250000    1.566
  16    3.84 0.407810 0.125000    3.262
  32    7.68 0.408000 0.062500    6.528
  64   15.36 0.408000 0.031250   13.056
 128   30.72 0.408000 0.015625   26.112
 256   61.44 0.408000 0.007812   52.224
N*P ext: N, min, even state near k=pi/4, max, bound
   8 1.2042 1.7444 2.0000 3.0000
  16 1.3042 1.5825 2.0000 2.4000
  32 1.3879 1.5355 2.0000 2.1818
  64 1.4405 1.5166 2.0000 2.0870
 128 1.4695 1.5080 2.0000 2.0426
 256 1.4731 1.5040 2.0000 2.0211
BLOCH PHASES 0 AND PI, N = 12
P(0) = 0.405930, P(pi) = 0.410106
relative error at 0 = -0.5074 %
leading-order formula = -0.5117 %
relative error of mean = 0.0044 %
level difference = 0.8789 meV
clean ring N*P: running 1.0000, standing 1.5000
WEAK DEFECT U = -0.10 eV, IPR limit = 0.025031
N = 16: P = 0.063663, N*P = 1.0186
N = 512: P = 0.025031, N*P = 12.8159
NEGLECTED EFFECTS (IPR where named)
10 % of U on each neighbour: 0.3935
defect bonds times 0.9: 0.3982
defect bonds times 1.1: 0.4134
second-neighbour hopping 0.1 t: 0.3411
second band, gap 1.1 eV: IPR 0.3012, U -1.080 eV
cubic lattice, same depth: IPR 0.4241, U -5.158 eV
cubic lattice, least |U| that binds = 3.957 eV
second-electron repulsion = 0.441 eV (permittivity 12)
  same-site distance set to one spacing
band-edge mass of chain = 0.661 electron masses
thermal energy at 300 K = 0.0259 eV
\end{verbatim}
